# Bond lengths in sheared diamond crystals and the Kleinman parameter

## Result

Let a diamond crystal be sheared so that it stretches along [111] and contracts across it, with no first-order change of volume. In the cubic axes the strain tensor is

$$
\varepsilon_{ij}=\varepsilon\,(1-\delta_{ij}),\qquad
\varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon .
$$

Let $\zeta$ be the Kleinman internal-strain parameter, defined below through the relative shift of the two sublattices. To first order in $\varepsilon$, the relative changes of the four bond lengths around an atom are

$$
\frac{\delta d_{[111]}}{d}=2\varepsilon(1-\zeta),\qquad
\frac{\delta d_{\text{other}}}{d}=-\frac23\,\varepsilon(1-\zeta)\quad\text{(three bonds)}.
$$

At $\zeta=1$ all four vanish. For $\varepsilon\neq0$ no other value of $\zeta$ achieves this, because each change is a non-zero number times $1-\zeta$.

This is a statement about geometry. It does not say that a given crystal has $\zeta=1$; that depends on the forces between its atoms. Throughout, a bond length is the distance between the mean positions of two neighbouring atoms.

## Crystal and conventions

Let $a$ be the cubic lattice constant. Sublattice A has an atom at the origin and sublattice B has one at $(a/4)(1,1,1)$. The bonds from the A atom to its neighbours are $\mathbf d_n=(a/4)\,\mathbf s_n$, with

$$
\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad
\mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).
$$

Each $\mathbf s_n$ has squared length 3, so $d=\sqrt3\,a/4$ and $d^2=3a^2/16$.

The $\varepsilon_{ij}$ are tensor components. The engineering shear is $\gamma_{xy}=2\varepsilon_{xy}$, and using it would change the factors below by two. Acting on $(1,1,1)$, the strain tensor gives $2\varepsilon(1,1,1)$, so the extension along [111] is $2\varepsilon$. Acting on a vector whose components sum to zero, such as $(1,-1,0)$, it gives $-\varepsilon$ times that vector. The principal strains are therefore $2\varepsilon,-\varepsilon,-\varepsilon$, with sum zero.

A macroscopic strain fixes how the lattice vectors deform, but not where B sits relative to A inside the primitive cell. If B simply followed the strain, the bond $\mathbf d_n$ would become $(1+\varepsilon)\mathbf d_n$, where $\varepsilon$ in this product denotes the tensor. In general B moves by an additional vector $\mathbf u$ relative to A, the same in every cell:

$$
\mathbf d_n'=(1+\varepsilon)\mathbf d_n+\mathbf u,\qquad
\mathbf u=-\zeta\,\frac a2\,\varepsilon\,(1,1,1).
$$

The second equation defines $\zeta$; in it $\varepsilon$ is the scalar shear component, not the tensor. For $\zeta=0$ the atoms follow the macroscopic strain. For $\varepsilon>0$ and $\zeta>0$, B moves back towards the A atom at the origin, against the stretching of the [111] bond.

## The first-order length change

Square the deformed bond and keep terms linear in the small quantities $\varepsilon$ and $\mathbf u$:

$$
|\mathbf d_n'|^2=d^2+2\,\mathbf d_n\cdot(\varepsilon\mathbf d_n+\mathbf u)+\dots
$$

Since $|\mathbf d_n'|^2=(d+\delta d_n)^2=d^2+2d\,\delta d_n+\dots$, comparison gives

$$
\frac{\delta d_n}{d}=\frac{\mathbf d_n\cdot\varepsilon\,\mathbf d_n+\mathbf d_n\cdot\mathbf u}{d^2}.
$$

A small rigid rotation would add an antisymmetric matrix $\omega$ to $\varepsilon$. It contributes $\mathbf d_n\cdot\omega\,\mathbf d_n=0$, so the result does not depend on how the crystal is turned.

**Homogeneous part.** Write $S_n$ for the sum of the components of $\mathbf s_n$. Because the diagonal of the strain is zero,

$$
\mathbf s_n\cdot\varepsilon\,\mathbf s_n
=2\varepsilon(s_xs_y+s_ys_z+s_zs_x)
=\varepsilon\,(S_n^2-3).
$$

The last step uses $S_n^2=s_x^2+s_y^2+s_z^2+2(s_xs_y+s_ys_z+s_zs_x)$, where the three squares add to 3. For the [111] bond $S_1=3$, and the expression is $6\varepsilon$. For the others $S_n=-1$, and it is $-2\varepsilon$. The factor $(a/4)^2/d^2=1/3$ turns these into relative changes of $2\varepsilon$ and $-2\varepsilon/3$.

**Sublattice part.** The shift contributes

$$
\frac{\mathbf d_n\cdot\mathbf u}{d^2}
=\frac{16}{3a^2}\cdot\frac a4\cdot\left(-\zeta\frac a2\varepsilon\right)S_n
=-\frac23\,\zeta\varepsilon\,S_n .
$$

This is $-2\zeta\varepsilon$ for [111] and $+2\zeta\varepsilon/3$ for the others. Adding the two parts gives

$$
2\varepsilon-2\zeta\varepsilon=2\varepsilon(1-\zeta),\qquad
-\frac23\varepsilon+\frac23\zeta\varepsilon=-\frac23\varepsilon(1-\zeta),
$$

which is the stated result. The shear lengthens one bond and shortens three. Moving B back along [111] shortens the one and lengthens the three in the same 3:1 proportion.

## Why one shift can serve four bonds

The vector $\mathbf u$ has three components, while there are four lengths to restore. That this succeeds depends on the trace of the strain. Take an arbitrary symmetric strain and sum the first-order changes over the bonds. Since $\sum_n\mathbf s_n=0$, the shift drops out. The sign vectors also satisfy $\sum_n s_{n,i}s_{n,j}=4\delta_{ij}$, so

$$
\sum_{n=1}^4\frac{\delta d_n}{d}
=\frac13\sum_{ij}\varepsilon_{ij}\sum_n s_{n,i}s_{n,j}
=\frac43\,\mathrm{tr}\,\varepsilon .
$$

No sublattice shift can alter this sum. If the trace is non-zero, the four changes cannot all vanish.

A zero trace is also sufficient. Each sign vector satisfies $s_xs_ys_z=1$. Multiplying by $s_x$ and using $s_x^2=1$ gives $s_ys_z=s_x$; likewise $s_zs_x=s_y$ and $s_xs_y=s_z$. With $\mathbf q=(\varepsilon_{yz},\varepsilon_{zx},\varepsilon_{xy})$,

$$
\mathbf s_n\cdot\varepsilon\,\mathbf s_n
=\mathrm{tr}\,\varepsilon+2(s_ys_z\varepsilon_{yz}+s_zs_x\varepsilon_{zx}+s_xs_y\varepsilon_{xy})
=\mathrm{tr}\,\varepsilon+2\,\mathbf s_n\cdot\mathbf q .
$$

The off-diagonal strain thus acts on the bond lengths as a vector would, and a vector can cancel it. The general form of the Kleinman shift is $\mathbf u=-\zeta(a/2)\mathbf q$, and $\mathbf d_n\cdot\mathbf u/d^2=(4/3a)\,\mathbf s_n\cdot\mathbf u$. Hence

$$
\frac{\delta d_n}{d}=\frac{\mathrm{tr}\,\varepsilon}{3}+\frac23(1-\zeta)\,\mathbf s_n\cdot\mathbf q .
$$

At $\zeta=1$ every bond changes by the same fraction $\mathrm{tr}\,\varepsilon/3$, whatever the shear. For a traceless strain this is zero. The cancelling shift is also unique: two such shifts would differ by a vector perpendicular to all four $\mathbf s_n$, and since these span space, that vector is zero.

Two other cases follow from the same formula.

- A traceless strain with diagonal components alone, such as a stretch along [001] with equal contractions along [100] and [010], has $\mathbf q=0$. All bond lengths are then unchanged to first order without any shift.
- If $\varepsilon_{xy}$ is the one off-diagonal component, as for tension along [110], then $\mathbf s_n\cdot\mathbf q=s_{n,z}\varepsilon_{xy}$. Two bonds change by $+\frac23(1-\zeta)\varepsilon_{xy}$ and two by the opposite amount, besides the common trace term.

## Beyond first order

Take the deformation matrix to be $1+\varepsilon$ at finite $\varepsilon$, and keep $\mathbf u$ linear in $\varepsilon$. In units of $a/4$ the shift is $-2\zeta\varepsilon(1,1,1)$, so

$$
\mathbf s_1'=\bigl[1+2\varepsilon(1-\zeta)\bigr](1,1,1),\qquad
\mathbf s_2'=\bigl(1-2\varepsilon-2\zeta\varepsilon,\,-1-2\zeta\varepsilon,\,-1-2\zeta\varepsilon\bigr).
$$

At $\zeta=1$ the first vector equals $(1,1,1)$: the [111] bond keeps its length at any $\varepsilon$. The second becomes $(1-4\varepsilon,-1-2\varepsilon,-1-2\varepsilon)$, with squared length

$$
(1-4\varepsilon)^2+2(1+2\varepsilon)^2
=1-8\varepsilon+16\varepsilon^2+2+8\varepsilon+8\varepsilon^2
=3+24\varepsilon^2 .
$$

The linear terms cancel, as they must, and

$$
\frac{d_{\text{other}}'}{d}=\sqrt{1+8\varepsilon^2}\simeq1+4\varepsilon^2 .
$$

The words "to first order" in the claim are therefore needed. The remaining stretch has a simple origin: the end of the bond moves sideways, and a sideways displacement lengthens a bond at second order.

For general $\zeta$, the displacement of the end of bond 2 is $-2\varepsilon(1+\zeta,\zeta,\zeta)$ in units of $a/4$. Its squared length is $4\varepsilon^2[(1+\zeta)^2+2\zeta^2]$, and its component along the bond is $-2\varepsilon(1-\zeta)/\sqrt3$. The squared sideways part is the difference

$$
4\varepsilon^2\left[(1+\zeta)^2+2\zeta^2-\frac{(1-\zeta)^2}{3}\right]
=\frac{8\varepsilon^2}{3}(1+2\zeta)^2 .
$$

The second-order stretch is half of this divided by the squared bond length, 3. It equals $\frac49(1+2\zeta)^2\varepsilon^2$ relative to $d$, and reduces to $4\varepsilon^2$ at $\zeta=1$.

"Traceless" likewise means constant volume to first order. The determinant of $1+\varepsilon$ is $(1+2\varepsilon)(1-\varepsilon)^2=1-3\varepsilon^2+2\varepsilon^3$.

## Where the strain goes: the bond angles

With the lengths fixed, the shear must appear in the angles. The components of $\mathbf s_2'$ sum to $-1-2\varepsilon-6\zeta\varepsilon$. To first order,

$$
\mathbf s_1'\cdot\mathbf s_2'
=\bigl[1+2\varepsilon(1-\zeta)\bigr]\bigl(-1-2\varepsilon-6\zeta\varepsilon\bigr)
\simeq-1-4\varepsilon(1+\zeta).
$$

For bonds 2 and 3, the $x$ and $y$ products are each $(1-2\varepsilon-2\zeta\varepsilon)(-1-2\zeta\varepsilon)\simeq-1+2\varepsilon$, and the $z$ product is $(1+2\zeta\varepsilon)^2\simeq1+4\zeta\varepsilon$. Their sum is

$$
\mathbf s_2'\cdot\mathbf s_3'\simeq-1+4\varepsilon(1+\zeta).
$$

To get a cosine, divide by the product of the two lengths. For bonds 1 and 2 this product is $3[1+\frac43\varepsilon(1-\zeta)]$, so

$$
\cos\theta_{12}\simeq-\frac13-\frac43\varepsilon(1+\zeta)+\frac49\varepsilon(1-\zeta)
=-\frac13-\frac89(1+2\zeta)\varepsilon .
$$

For bonds 2 and 3 both first-order terms have the opposite sign. With $\cos\theta_0=-1/3$ and $\sin\theta_0=2\sqrt2/3$, the relation $\delta\theta=-\delta(\cos\theta)/\sin\theta_0$ gives

$$
\delta\theta_{12}=+\frac{2\sqrt2}{3}(1+2\zeta)\varepsilon,\qquad
\delta\theta_{23}=-\frac{2\sqrt2}{3}(1+2\zeta)\varepsilon .
$$

By the threefold symmetry about [111], the first result holds for the three angles that include the [111] bond and the second for the other three. At $\zeta=1$ the changes are $\pm2\sqrt2\,\varepsilon$, three times those at $\zeta=0$.

The opposite limit is $\zeta=-\tfrac12$. There the angles are fixed to first order and the lengths take up the shear, by $3\varepsilon$ and $-\varepsilon$. No value of $\zeta$ fixes both.

## What sets the parameter in a crystal

The atoms settle where the energy is lowest at the given macroscopic strain. The Keating model shows what this implies. Its energy per primitive cell is

$$
W=\frac{3}{8d^2}\left[\alpha\sum_{n}(r_n^2-d^2)^2
+2\beta\sum_{m<n}\left(\mathbf r_m\cdot\mathbf r_n+\frac{d^2}{3}\right)^2\right],
$$

where $\mathbf r_n$ are the deformed bonds, $\alpha$ is the stretching constant and $\beta$ the bending constant. The factor 2 counts the angles at both atoms of the cell: the B atom sees the bonds reversed, which leaves the products $\mathbf r_m\cdot\mathbf r_n$ unchanged.

In units of $(a/4)^2$, the first-order changes of $r_n^2$ are $2\times3$ times the relative length changes: $12\varepsilon(1-\zeta)$ once and $-4\varepsilon(1-\zeta)$ three times. Their squares add to $(144+48)\varepsilon^2(1-\zeta)^2=192\,\varepsilon^2(1-\zeta)^2$. The six scalar products change by $\pm4\varepsilon(1+\zeta)$. Their squares add to $96\,\varepsilon^2(1+\zeta)^2$, which the factor 2 raises to $192\,\varepsilon^2(1+\zeta)^2$. Since $(a/4)^4=d^4/9$, the prefactor is $(3/8d^2)(d^4/9)(192)=8d^2$, and

$$
W=8d^2\varepsilon^2\left[\alpha(1-\zeta)^2+\beta(1+\zeta)^2\right].
$$

Setting $\partial W/\partial\zeta=0$ gives $-\alpha(1-\zeta)+\beta(1+\zeta)=0$, hence

$$
\zeta=\frac{\alpha-\beta}{\alpha+\beta},\qquad
W_{\min}=32\,d^2\varepsilon^2\,\frac{\alpha\beta}{\alpha+\beta}.
$$

The second formula follows on inserting $1-\zeta=2\beta/(\alpha+\beta)$ and $1+\zeta=2\alpha/(\alpha+\beta)$.

In this model $\zeta=1$ requires $\beta=0$. The energy of the shear then vanishes at second order in $\varepsilon$: springs along the bonds alone do not resist a deformation that leaves their lengths unchanged. Resistance to this shear needs $\beta>0$, and then $\zeta<1$. For $\beta\gg\alpha$ the parameter tends to $-1$ rather than $-\tfrac12$, because the Keating bending term contains $\mathbf r_m\cdot\mathbf r_n$, which depends on lengths as well as angles.

## A silicon channel under 2 GPa

Consider silicon under a uniaxial tension $\sigma=2.0$ GPa along [111]. The inputs are rough typical values: $a=0.54$ nm, $C_{11}=170$ GPa, $C_{12}=60$ GPa, $C_{44}=80$ GPa and $\beta/\alpha=0.3$.

**Strain.** The unit vector along [111] has equal components $1/\sqrt3$, so every component of the stress tensor is $\sigma/3$. The shear relation $\sigma_{xy}=2C_{44}\varepsilon_{xy}$ gives

$$
\varepsilon=\frac{\sigma}{6C_{44}}=\frac{2.0}{480}=0.417\,\% .
$$

The three diagonal stresses are equal, so the diagonal strains are equal too. Each obeys $\sigma/3=(C_{11}+2C_{12})\,\varepsilon_{xx}$, so

$$
\varepsilon_{xx}=\frac{\sigma}{3(C_{11}+2C_{12})}=\frac{2.0}{870}=0.230\,\% .
$$

The full strain is the traceless [111] shear plus this isotropic expansion.

**Bond lengths from the shear.** The unstrained bond is $d=\sqrt3\times540/4=233.8$ pm. With $\zeta=0$, the [111] bond would lengthen by $2\varepsilon d=1.95$ pm and the others would shorten by 0.65 pm. With $\zeta=1$, B moves back by $\sqrt3\,(a/2)\varepsilon=1.95$ pm and all four first-order changes are zero. The Keating value is $\zeta=0.7/1.3=0.538$, and minimizing the full nonlinear energy numerically over all three components of $\mathbf u$ also gives 0.538 in the limit of small strain. At the shear of this example, the minimized shift corresponds to 0.535; the difference is a second-order effect. The [111] bond then lengthens by $0.462\times1.95=0.90$ pm and the others shorten by 0.30 pm.

**Angles at $\zeta=1$.** The first-order change is $2\sqrt2\,\varepsilon=0.675^\circ$ on an angle of $109.47^\circ$. The finite deformation gives $+0.675^\circ$ for angles containing the [111] bond and $-0.684^\circ$ for the others. The small asymmetry is of second order: the mean of the six angles need not stay fixed beyond first order.

**What the ideal result leaves out.** The changes below are for the same crystal and stress, except for the heating, which is a separate effect.

| Effect | Size (pm) |
|---|---|
| $\zeta=0.538$ instead of 1, [111] bond | 0.90 |
| Isotropic strain, every bond | 0.54 |
| Heating by 100 K, every bond | 0.07 |
| Second-order stretch at $\zeta=1$, other bonds | 0.016 |

The heating entry uses a rough expansion coefficient of $3\times10^{-6}$ per kelvin. Halving the shear reduces the second-order stretch from 0.0162 to 0.0041 pm, a factor of four, as a quadratic term requires.

With the full strain, the Keating $\zeta$ and a shift kept linear in the strain, the [111] bond lengthens by 1.44 pm, which is $0.90+0.54$. The others lengthen by 0.246 pm, whereas the first-order sum is $-0.300+0.538=0.238$ pm. The missing 0.008 pm is the sideways term $\frac49(1+2\zeta)^2\varepsilon^2d$ found above. In a relaxed crystal the shift also has a second-order part. In the Keating model at this strain it changes the totals by about $+0.010$ pm for the [111] bond and $-0.004$ pm for the others, so the third decimal here checks the geometry and is not a prediction for silicon. The strains themselves come from linear elasticity. With typical third-order elastic constants of silicon ($C_{111}\approx-800$ GPa and the like) and $\zeta$ held fixed, a true stress of 2 GPa gives a shear near 0.420 % and an isotropic strain near 0.236 %. This adds about 0.02 pm to the [111] bond and 0.01 pm to the others, comparable to the smallest entry of the table, so the second decimal is uncertain as well. The isotropic part thus reverses the sign of the change in the three shortened bonds.

**Vibration.** Treat the relative motion along a bond as one oscillator of energy $\hbar\omega=60$ meV and reduced mass $\mu=14$ u, half the atomic mass. Half of its mean energy is potential, so $\mu\omega^2\langle x^2\rangle=\hbar\omega(\bar n+\tfrac12)$, where $\bar n$ is the mean thermal occupation. At 300 K the rms displacement is 5.5 pm, larger than every static change above. The theorem therefore concerns mean positions, not instantaneous distances. A real crystal has a spectrum of vibrations, so this figure is an estimate of size.

**Beside a real device.** A stress of order 1 GPa is typical of strained silicon channels, so 2 GPa is a high but relevant value. Silicon has $\zeta$ of roughly 0.5, close to the Keating value used here. For the [111] bond the largest static departure from the ideal result thus comes from $\zeta<1$: about 0.9 pm at this stress, against 0.54 pm from the isotropic strain. For the other three bonds the isotropic strain matters more, with 0.54 pm against 0.30 pm. The [111] direction was chosen here to match the shear studied above; common silicon channels are laid along ⟨110⟩. For the same uniaxial stress along [110], $\sigma_{xy}=\sigma/2$ and $\varepsilon_{xy}=\sigma/(4C_{44})$. The largest shear-induced bond change is then $\frac23(1-\zeta)\sigma/(4C_{44})=(1-\zeta)\sigma/(6C_{44})$, half the [111] value, or about 0.45 pm. A channel clamped by its surroundings is not under purely uniaxial stress; its own strain tensor must then be put into the general formula. The numerical output follows these notes.

## Table of computed values

```
GEOMETRY (relative length change divided by shear e)
zeta=0: [111] bond 2.0000, other bonds -0.6667
zeta=1: largest magnitude 6.4e-13
SILICON EXAMPLE, rough inputs
lattice constant a = 0.54 nm
tension along [111] = 2.0 GPa
C11, C12, C44 = 170, 60, 80 GPa
beta/alpha = 0.3
unstrained bond length d = 233.8 pm
shear component e = 0.4167 %
extension along [111] from shear, 2e = 0.8333 %
isotropic strain = 0.2299 %
sublattice shift length at zeta=1 = 1.949 pm
Keating zeta from minimization = 0.538
First-order bond changes from shear alone
zeta=0: [111] 1.949 pm, others -0.650 pm
zeta=Keating: [111] 0.899 pm, others -0.300 pm
zeta=1: [111] 0.000 pm, others 0.000 pm
Angle changes at zeta=1, finite shear
unstrained angle = 109.47 deg
angles with [111] bond: +0.675 deg
angles without it: -0.684 deg
EFFECTS OUTSIDE THE IDEAL FIRST-ORDER RESULT
zeta below 1, [111] bond: 0.899 pm
isotropic stretch, every bond: 0.538 pm
second-order stretch, other bonds: 0.0162 pm
second-order stretch at half shear: 0.0041 pm
ratio of these two stretches = 4.000
thermal expansion coefficient = 3e-06 1/K
thermal stretch over 100 K: 0.070 pm
oscillator energy = 60 meV, atom mass = 28 u
rms bond vibration at 300 K: 5.5 pm
Full strain with Keating zeta, finite deformation
[111] bond +1.437 pm, others +0.246 pm
```
